# Wall overlap and lifetime of positronium in a slit pore

Positronium (Ps), the bound pair of an electron and a positron, can be trapped in the pores of an insulating film. Its lifetime depends on how often it meets the electrons of the pore wall, so the lifetime carries information about pore size. This problem derives that link for a flat slit and then examines what it leaves out.

The model is as follows. Ps is a point particle of mass $M=2m_e$, moving freely between two parallel impenetrable planes at $x=0$ and $x=L$. Wall electrons fill a layer of thickness $D$ in front of each plane. The width $L$ includes both layers, so the empty width is $w=L-2D$, with $0\le D\le L/2$. The layers do not change the potential; they only change the annihilation rate. The slit is very large in the $y$ and $z$ directions.

## (a) Find the normalized states of motion across the slit.

**Solution.** The potential does not depend on $y$ or $z$, so the wavefunction is a product of an in-plane part and a function $\psi(x)$. The in-plane part integrates to one and has no effect on probabilities in $x$. What remains is

$$-\frac{\hbar^2}{2M}\psi''=E\psi,\qquad \psi(0)=\psi(L)=0 .$$

For $E\le 0$ the solutions are linear or exponential, and none but $\psi=0$ vanishes at both ends. For $E>0$, put $k^2=2ME/\hbar^2$, so that $\psi=A\sin kx+B\cos kx$. The condition at $x=0$ gives $B=0$. The condition at $x=L$ gives $kL=n\pi$ with $n=1,2,\dots$ Since $\int_0^L\sin^2(n\pi x/L)\,dx=L/2$, normalization requires $A^2L/2=1$. Therefore

$$\psi_n=\sqrt{\frac2L}\,\sin\frac{n\pi x}{L},\qquad E_n=\frac{n^2\pi^2\hbar^2}{2ML^2}.$$

## (b) Show that in the ground state the probability of finding Ps in the two layers is $P=2D/L-\sin(2\pi D/L)/\pi$.

**Solution.** Keep $n$ general, because excited states are needed later. With $\sin^2\theta=(1-\cos2\theta)/2$, the left layer contributes

$$\int_0^D\frac2L\sin^2\frac{n\pi x}{L}\,dx=\frac1L\int_0^D\left(1-\cos\frac{2n\pi x}{L}\right)dx=\frac DL-\frac{1}{2\pi n}\sin\frac{2\pi nD}{L}.$$

In the last step the integral of the cosine brings a factor $L/(2\pi n)$, and the prefactor $1/L$ cancels its $L$.

Under $x\to L-x$ the function $\psi_n$ changes at most its sign, so $\psi_n^2$ is symmetric and the right layer contributes the same amount. The layers do not overlap because $D\le L/2$. Doubling gives

$$P_n=\frac{2D}{L}-\frac{1}{\pi n}\sin\frac{2\pi nD}{L},$$

and $n=1$ is the stated result, $P\equiv P_1$.

## (c) Examine thin layers, layers that fill the slit, and highly excited states. Does $P$ determine $L$ when $D$ is known?

**Solution.** Write $s=2\pi D/L$, so that $P=(s-\sin s)/\pi$. For thin layers, $\sin s=s-s^3/6+s^5/120-\dots$, and

$$P=\frac{s^3}{6\pi}\left(1-\frac{s^2}{20}+\dots\right)\simeq\frac{4\pi^2}{3}\left(\frac DL\right)^3 .$$

The linear terms cancel. The reason is that $\psi$ vanishes at the plane and grows linearly away from it, so the density grows as $x^2$ and its integral as $D^3$. Ps therefore visits thin layers far less than their geometric share $2D/L$ suggests.

If the layers fill the slit, $D=L/2$, then $s=\pi$ and $P=1$, as it must be. For high $n$ the sine term is at most $1/(\pi n)$ in size, so $P_n\to2D/L$: the rapid oscillations average out and the geometric share is recovered.

At fixed $D$, differentiation gives

$$\frac{\partial P}{\partial L}=-\frac{2D}{L^2}+\frac{2D}{L^2}\cos\frac{2\pi D}{L}=-\frac{2D}{L^2}\left(1-\cos\frac{2\pi D}{L}\right).$$

This is negative for $0<D<L/2$. The overlap falls steadily as the slit widens, so one value of $P$ belongs to one value of $L$.

## (d) Relate the overlap to the lifetime of triplet Ps.

**Solution.** Let $\lambda_S$ and $\lambda_T$ be the vacuum decay rates of singlet and triplet Ps. In the empty part, triplet Ps decays at $\lambda_T$. In a layer the positron can also annihilate with a wall electron, whose spin is unrelated to its own. Such a pair is a singlet with probability $1/4$ and a triplet with probability $3/4$. The model assumes that the electron density at the positron is the same as in free Ps, so the total rate in the layer is

$$\lambda_A=\tfrac14(\lambda_S+3\lambda_T).$$

This rate replaces $\lambda_T$ in the layer; it is not added to it.

Decay at a local rate $\lambda(x)$ is described by adding $-i\hbar\lambda(x)/2$ to the Hamiltonian. To first order the ground energy becomes $E_1-i\hbar\langle\lambda\rangle/2$. The amplitude then falls as $e^{-\langle\lambda\rangle t/2}$ and the probability as $e^{-\langle\lambda\rangle t}$. Hence

$$\frac1\tau=\langle\lambda\rangle=(1-P)\lambda_T+P\lambda_A=\lambda_T+P(\lambda_A-\lambda_T).$$

First order is enough when $\hbar\lambda_A$ is much smaller than the level spacing $E_2-E_1$, because the absorption then hardly mixes the states.

The vacuum rates are taken from quantum electrodynamics at leading order, with $\alpha$ the fine-structure constant:

$$\lambda_S=\frac{\alpha^5m_ec^2}{2\hbar},\qquad \lambda_T=\frac{2(\pi^2-9)}{9\pi}\frac{\alpha^6m_ec^2}{\hbar}.$$

They give $\lambda_S=8.0325\ \mathrm{ns^{-1}}$, $\lambda_T=0.00721\ \mathrm{ns^{-1}}$ and $\lambda_A=2.0135\ \mathrm{ns^{-1}}$.

## (e) Evaluate the lifetime for $w=1.5$ nm and $D=0.18$ nm. How well does it fix the width?

**Solution.** The full width is $L=1.5+2(0.18)=1.86$ nm, so $D/L=0.0968$ and

$$P=0.19355-0.18184=0.01171 .$$

The layers take up 19% of the slit but hold 1.2% of the probability. The thin-layer formula gives 0.01193, about 2% above the full result. The decay rate is

$$\frac1\tau=0.00721+0.01171\,(2.0135-0.0072)=0.0307\ \mathrm{ns^{-1}},$$

so $\tau=32.6$ ns, against $1/\lambda_T=138.7$ ns in vacuum. About three quarters of the decay rate comes from the small wall overlap.

First order is justified here: $\hbar\lambda_A=1.33\times10^{-6}$ eV, while $E_2-E_1=0.163$ eV.

At fixed $D$, $dw=dL$, and differentiating $1/\tau$ gives

$$\frac{d\tau}{dw}=-\tau^2(\lambda_A-\lambda_T)\frac{\partial P}{\partial L}=39.7\ \mathrm{ns/nm}.$$

A 5% error in the lifetime, 1.6 ns, thus shifts the inferred width by about 0.04 nm, or 3% of $w$. Within the model the width is well determined if $D$ is known. A given lifetime fixes $P$ and hence $D/L$, so the inferred $w$ is proportional to the assumed $D$: a 5% error in $D$ gives a 5% error in $w$. The larger question is whether the model fits the pore.

## (f) How do temperature and pore shape change the result?

**Solution.** First consider temperature. Suppose Ps is in thermal equilibrium and changes levels much faster than it decays. Each level $n$ carries the same set of in-plane energies, so the in-plane sum is a common factor and cancels from the populations:

$$P_{\rm th}=\frac{\sum_nP_n\,e^{-E_n/kT}}{\sum_ne^{-E_n/kT}} .$$

At 300 K, $kT=0.0259$ eV and the $n=2$ population is 0.0018. Since $P_2=0.0443$,

$$P_{\rm th}\simeq0.01171+0.0018\,(0.0443-0.0117)=0.0118 ,$$

and the lifetime falls by 0.4%, to 32.45 ns. The ground-state formula is therefore adequate for this slit. The gap scales as $1/L^2$, so it equals $kT$ at 300 K when $L=1.86\sqrt{0.163/0.0259}\simeq4.7$ nm. The thermal sum matters well before that, because for thin layers $P_2$ is about four times $P_1$. At $L=2.86$ nm, an empty width of 2.5 nm, it already shortens the lifetime by 8%.

Now close the pore into a cube of the same full side $L$, with layers on all six faces. The ground state is a product of three sine functions. Ps avoids every layer only if all three coordinates lie in their empty ranges, which has probability $(1-P)^3$. Hence

$$P_{\rm cube}=1-(1-P)^3=0.0347,$$

and the lifetime is 13.0 ns, 60% shorter than in the slit.

The inverse reading matters more in practice. If 32.6 ns is measured and the pore is taken to be a cube, solving the ground-state lifetime equation numerically gives an empty side of 2.33 nm instead of 1.5 nm. The thin-layer law explains this value. For small overlap $P_{\rm cube}\simeq3P\propto3/L^3$, so equal lifetimes require $L$ to grow by $3^{1/3}=1.44$. This gives $1.44\times1.86-0.36\simeq2.32$ nm. At 300 K excited states matter more in this wider pore. Using $P_{\rm th}$ in place of $P$ for each direction raises the side to about 2.5 nm, while the slit width stays at 1.5 nm.

## (g) Replace the hard wall by a finite step, and separately allow for the internal size of Ps. How large are the changes at fixed $D$?

**Solution.** *Finite step.* Let the potential be zero in the empty width and $V$ everywhere outside it, with wall electrons throughout the outer region. Measure $u$ from the slit centre. The even ground state is $\cos ku$ inside and $\cos\theta\,e^{-\kappa(|u|-w/2)}$ outside, where

$$\theta=\frac{kw}{2},\qquad k^2=\frac{2ME}{\hbar^2},\qquad \kappa^2=\frac{2M(V-E)}{\hbar^2}.$$

Continuity of the slope gives $\tan\theta=\kappa/k$. With $K^2=k^2+\kappa^2$ it follows that $\cos^2\theta=k^2/K^2=E/V$ and $\sin\theta\cos\theta=k\kappa/K^2$. The two parts of the norm are

$$N_{\rm out}=\frac{\cos^2\theta}{\kappa},\qquad N_{\rm in}=\frac w2+\frac{\sin\theta\cos\theta}{k}=\frac w2+\frac{\kappa}{K^2}.$$

Their sum is

$$\frac w2+\frac{\kappa}{K^2}+\frac{k^2}{\kappa K^2}=\frac w2+\frac1\kappa ,$$

and so

$$P_{\rm out}=\frac{N_{\rm out}}{N_{\rm in}+N_{\rm out}}=\frac{E/V}{1+\kappa w/2}.$$

For a rough barrier $V=1$ eV, solving the slope condition numerically gives $E=0.0594$ eV and $1/\kappa=0.142$ nm. Then $P_{\rm out}=0.0095$ and $\tau=38.1$ ns, 17% longer than with the hard wall.

*Internal size.* Return to the hard wall. Annihilation with wall electrons depends on where the positron is, not on the centre of mass. The Ps ground state has density proportional to $e^{-r/a_0}$ in the pair separation $r$, with $a_0$ the Bohr radius. The positron sits at distance $q=r/2$ from the centre, so its density about the centre is proportional to $e^{-2q/a_0}$. Then

$$\langle q^2\rangle=\frac{\int_0^\infty q^4e^{-2q/a_0}dq}{\int_0^\infty q^2e^{-2q/a_0}dq}=\frac{4!}{2!}\left(\frac{a_0}{2}\right)^2=3a_0^2 ,$$

and the variance along $x$ is one third of this, $a_0^2$.

Assume that the wall does not distort this internal state, and that a positron reaching behind the plane also meets wall electrons there. Averaging the centre-of-mass density $\rho=\psi_1^2$ over the offset gives $\rho+\tfrac12a_0^2\rho''$ to lowest order. Integrate the correction over everything to the left of $x=D$. Since $\rho'$ is zero at the plane and behind it, the result is $\tfrac12a_0^2\rho'(D)$. The two sides together give

$$\Delta P\simeq a_0^2\rho'(D)=\frac{2\pi a_0^2}{L^2}\sin\frac{2\pi D}{L}=0.0029 ,$$

with $a_0=0.0529$ nm. Numerical integration over the full offset distribution gives a total overlap of 0.0146 and $\tau=27.4$ ns, 16% shorter than for a point particle.

For $V=1$ eV the two changes have opposite signs and similar size, but this depends on the barrier. At $V=0.7$ eV the same formulas give $P_{\rm out}\simeq0.015$, more than the hard-wall value, and the step then shortens the lifetime. The two changes were also computed separately, so adding them gives only an estimate of their joint effect. In practice $D$ is an effective length, fitted to pores of known size. Such a fit already absorbs part of both effects, so they should not be added as corrections to a calibrated $D$.

## (h) What does this imply for a porous low-k film?

**Solution.** The chosen numbers lie in the regime of porous organosilicate low-k dielectrics, where pores are roughly one to a few nanometres across and films are often some hundreds of nanometres thick. The value $D=0.18$ nm is a rough typical effective value. Real pores in such films are not flat, wide slits. Part (f) shows the cost of that assumption: for the same 32.6 ns, the reported size moves from 1.5 nm for a slit to 2.33 nm for a cube in its ground state, or about 2.5 nm for a cube at 300 K. A size quoted from a lifetime should therefore name the assumed shape.

Pores may also be connected, so that Ps leaves the film. For thermal motion in the plane the mean speed is $\bar v=\sqrt{\pi kT/(2M)}=6.0\times10^4$ nm/ns at 300 K. Assume, as a rough guess, that the direction is randomized at random points along the way, with mean free path $w$. The free paths are then exponentially distributed and have mean square $2w^2$. In a time $t$ there are about $\bar vt/w$ of them, so the mean square displacement is $2\bar vwt$. Setting this equal to $4t$ times the two-dimensional diffusion coefficient gives $\bar vw/2=0.45\ \mathrm{cm^2/s}$ for that coefficient, and the rms displacement in one lifetime is

$$\sqrt{4\,(\bar vw/2)\,\tau}\simeq2400\ \mathrm{nm}.$$

Escape depends only on motion along the film normal. For a slit running straight across the film that component is smaller by $\sqrt2$, about 1700 nm, or three to four times a film thickness of 500 nm. Winding or blocked paths would reduce it. The estimate gives an order of magnitude only: it assumes Ps is already thermal, and it treats Ps as a classical particle although its de Broglie wavelength $h/(M\bar v)\simeq6$ nm exceeds the assumed free path. Ps that escapes decays at the vacuum rate, so its lifetime moves from 32.6 towards the vacuum value (139 ns at leading order, 142 ns with the radiative correction below) and no longer measures the pore. If the pores are open to the surface, a dense cap that stops Ps is needed before the lifetime can be read as a pore size.

The leading-order vacuum rates are accurate enough here. Their first radiative corrections multiply $\lambda_S$ by $1-(5-\pi^2/4)\alpha/\pi$ and $\lambda_T$ by $1-10.2866\,\alpha/\pi$, factors again taken from quantum electrodynamics. The slit lifetime rises by 1%, to 32.9 ns. For this example, with a barrier within a few tenths of an eV of 1 eV, pore shape and escape outweigh the other effects estimated above. The ranking depends on that guessed barrier. At $V=1.5$ eV the finite-step formulas give $\tau\simeq54$ ns, a change of 67% that matches the 60% from shape, although the inferred width moves only from 1.5 to about 1.1 nm, less than the shift to 2.33 nm for a cube.
